# Torque symmetry does not separate spin Hall from Rashba torques

**The argument under review**

A manuscript reports current-induced torques in a heavy-metal/ferromagnet film. One part is damping-like, the other field-like. The authors assign the first to the spin Hall effect in the heavy metal and the second to Rashba coupling at the interface. They reason that the spin Hall effect injects spins which the magnet absorbs, whereas Rashba coupling produces a spin density that acts as a magnetic field.

Both pictures describe real contributions. The inference needs more: that neither mechanism can produce the other symmetry. I test this by calculating each mechanism alone.

**What symmetry can say**

Let \(\mathbf n\) be the unit vector of the magnet's spin angular momentum, opposite to its magnetization. The film normal is \(\hat z\), the force on the electrons is along \(\hat x\), and \(\mathbf n=n_z\hat z\) with \(n_z=\pm1\). The torque is perpendicular to \(\mathbf n\), so
\[
\mathbf T=D\,\mathbf n\times(\hat y\times\mathbf n)+F\,\mathbf n\times\hat y .
\]
The first term equals \(D\hat y\).

Reflect the system in the \(xz\) plane. The force is unchanged. Axial vectors keep their \(y\) component and reverse the other two, so \(n_z\) and \(T_x\) change sign while \(T_y\) does not. Hence \(T_y\) is even in \(\mathbf n\) (damping-like), \(T_x\) is odd (field-like), and \(D\) and \(F\) do not depend on \(n_z\). This mirror symmetry holds for both mechanisms and forbids neither coefficient. Whether one vanishes is a dynamical question.

Below, a transverse vector is written as \(v_x+iv_y\), so \(\hat z\times\) is multiplication by \(i\).

**The spin Hall effect alone**

*Reflection.* Take \(n_z=1\). An electron with spinor \((u,d)\) carries transverse spin \(2u^*d\). After reflection with amplitudes \(r_\uparrow,r_\downarrow\) it carries \(2u^*d\,r_\uparrow^*r_\downarrow\). The magnet takes up the fraction \(1-r_\uparrow^*r_\downarrow\), provided transmitted spins dephase inside it. Summing over channels per area gives the mixing conductance
\[
g=\sum(1-r_\uparrow^*r_\downarrow),\qquad G=\frac{e^2}{h}\,g .
\]
An imaginary part means that spins rotate about \(\mathbf n\) on reflection. Reversing \(\mathbf n\) exchanges the two amplitudes and conjugates \(G\).

For potential steps \(V_s\), \(r_s=(k-k_s)/(k+k_s)\), with \(k_s^2\propto\varepsilon_z-V_s\), where \(\varepsilon_z\) is the energy of normal motion. If the minority wave decays, \(k_\downarrow=i\kappa\), then
\[
1-r_\uparrow^*r_\downarrow=\frac{2k(k_\uparrow+i\kappa)}{(k+k_\uparrow)(k+i\kappa)} .
\]
For \(\varepsilon_z=3\) eV and steps of 2 and 4 eV, \(k:k_\uparrow:\kappa=\sqrt3:1:1\), giving \(0.866+0.232i\). Direct integration of the exchange torque inside the magnet gives the same value.

*Incoming spins.* Let \(j\) be the spin current toward the magnet in charge units, so the angular-momentum flux is \(\hbar j/2e\). Let \(\mu\) be the spin accumulation in volts. With \(G_{sh}\) the conductance of all channels of one spin,
\[
j=G_{sh}(\mu_{in}-\mu_{out}),\qquad \mu=\tfrac12(\mu_{in}+\mu_{out}),
\]
so \(\mu_{in}=\mu+j/2G_{sh}\). Inserting this in \(j=G\mu_{in}\) gives
\[
j=G'\mu,\qquad \frac1{G'}=\frac1G-\frac1{2G_{sh}} .
\]

*Diffusion.* The metal fills \(-d<z<0\), with conductivity \(\sigma\), spin diffusion length \(\lambda\) and spin Hall angle \(\theta\):
\[
j=-\frac{\sigma}{2}\mu'+j_0,\qquad \mu''=\frac{\mu}{\lambda^2},\qquad j_0=i\theta\sigma E .
\]
Put \(\mu=A\cosh\xi+B\sinh\xi\), \(\xi=(z+d)/\lambda\), \(g_0=\sigma/2\lambda\). No spin leaves the free face, so \(B=j_0/g_0\). With \(C=\cosh(d/\lambda)\) and \(S=\sinh(d/\lambda)\), the interface value \(\mu_0=AC+BS\) gives \(A=(\mu_0-BS)/C\). Then
\[
j(0)=j_0-g_0(AS+BC)=j_0-g_0\frac SC\mu_0-g_0B\,\frac{C^2-S^2}{C}=j_0\Big(1-\frac1C\Big)-b\mu_0,
\]
where \(b=g_0\tanh(d/\lambda)\). Setting \(\mu_0=j(0)/G'\),
\[
j(0)=j_0\Phi,\qquad \Phi=\Big(1-\operatorname{sech}\frac d\lambda\Big)\frac{G'}{G'+b}.
\]
Since \(j_0\) points along \(\hat y\), the real part of \(\Phi\) gives \(D\) and the imaginary part gives \(F\):
\[
D+iF=\frac{\hbar}{2e}\theta\sigma E\,\Phi,\qquad
\frac FD=\frac{b\,\mathrm{Im}\,G'}{|G'|^2+b\,\mathrm{Re}\,G'} .
\]
The field-like part vanishes if \(G\) is real. Otherwise the spin Hall effect supplies it without Rashba coupling.

*A case where it dominates.* On a magnetic insulator both waves decay and \(r_s=e^{-2i\chi_s}\), with \(\tan\chi_s=\kappa_s/k\). For \(\delta=\chi_\downarrow-\chi_\uparrow\),
\[
1-r_\uparrow^*r_\downarrow=2\sin^2\delta+i\sin2\delta .
\]
The ratio of rotation to absorption is \(\cot\delta\), which is large for small exchange splitting. This is a property of the step model, not a rule for real insulators: for yttrium iron garnet on Pt, the real part of \(g\) is generally reported to be the larger one. With a metal Fermi energy of 9 eV and barriers of 9.5 and 10.5 eV, \(g=0.15+1.99i\) nm\(^{-2}\). In the film specified below this gives \(F/D=5.6\). Here \(\mathrm{Im}\,g/\mathrm{Re}\,g\approx13\), and the same ratio for \(G'\) is 45. The term \(|G'|^2\) brings \(F/D\) down to 5.6: the rotated accumulation flows back and is rotated again, which feeds \(D\).

**Rashba coupling alone**

*Model.* Consider one parabolic interface band with both spin subbands occupied:
\[
H=\frac{\hbar^2k^2}{2m}+\mathbf b\cdot\boldsymbol\sigma,\qquad \mathbf b=(\alpha k_y,-\alpha k_x,-Jn_z).
\]
The velocity is \(\hbar v_x=\hbar^2k_x/m-\alpha\sigma_y\). Point scatterers have a scalar strength \(w_0\) and a randomly oriented magnetic strength \(w_m\) per spin component. The magnetic part stands in for spin relaxation. I work to leading order in weak disorder.

*Fermi-surface sums.* Let \(X=\hbar^2k^2/2m\), \(\lambda_k=|\mathbf b|\) and \(E_\alpha=m\alpha^2/2\hbar^2\), so \(\lambda_k^2=J^2+4E_\alpha X\). Solving \(X\pm\lambda_k=E_F\) gives
\[
X_\pm=E_F+2E_\alpha\mp Q,\quad \lambda_\pm=Q\mp2E_\alpha,\quad Q^2=(E_F+2E_\alpha)^2-E_F^2+J^2 .
\]
The slope of each subband is \(dE_\pm/dX=1\pm2E_\alpha/\lambda_\pm=Q/\lambda_\pm\), so each contributes \(\int dX\,\delta(E_\pm-E_F)=\lambda_\pm/Q\).

With \(\nu=m/2\pi\hbar^2\) per spin, the spin-independent weight is \(\nu(\lambda_++\lambda_-)/2Q=\nu\). The \(\sigma_z\) part cancels between subbands, because \(b_z/\lambda_\pm\) enters with opposite signs. The broadening is therefore the same for both spins:
\[
\gamma=\pi\nu(w_0+3w_m),\qquad \tau=\hbar/2\gamma .
\]

*Response to the ordinary velocity.* Let \(\mathcal G\) be the retarded Green function at \(E_F\), and let \(\int_k\) denote \(\int d^2k/(2\pi)^2\). For weak disorder \(\mathcal G\mathcal G^\dagger\) is \(\pi/\gamma\) times the Fermi-surface projectors, whose spin traces are \(\pm b_i/\lambda_\pm\). Define \(P_i=\int_k\mathrm{Tr}[\sigma_i\mathcal G(\hbar^2k_x/m)\mathcal G^\dagger]\). The angular average of \(k_xk_y\) vanishes, so \(P_x=0\). Since \(\hbar^2\langle k_x^2\rangle/m=X\),
\[
P_y=-\frac{\pi\nu\alpha}{\gamma}\,\frac{X_+-X_-}{Q}=\frac{2\pi\nu\alpha}{\gamma}.
\]

*Repeated scattering.* Write the dressed velocity as \(\hbar^2k_x/m+\mathbf u\cdot\boldsymbol\sigma\), with bare value \(\mathbf u_0=-\alpha\hat y\). Because \(\sum_a\sigma_a\sigma_i\sigma_a=-\sigma_i\), magnetic scattering returns spin with the opposite sign. Relative to the total rate, the returned fraction is
\[
r=\frac{w_0-w_m}{w_0+3w_m}.
\]
Let \(\Pi_{ij}=\int_k\mathrm{Tr}[\sigma_i\mathcal G\sigma_j\mathcal G^\dagger]\) and \(K=\gamma\Pi/2\pi\nu\). The result for \(P_y\) reads \(\gamma\mathbf P/2\pi\nu=-\mathbf u_0\), hence
\[
\mathbf u=\mathbf u_0+\frac{r\gamma}{2\pi\nu}(\mathbf P+\Pi\mathbf u)=(1-r)\mathbf u_0+rK\mathbf u .
\]
The leading Kubo term for force \(eE\), with \(e>0\), is \(\delta\mathbf s=(eE/2\pi)(\mathbf P+\Pi\mathbf u)\). Substituting \(\mathbf u=(1-r)(1-rK)^{-1}\mathbf u_0\),
\[
\delta\mathbf s=\frac{eE\nu}{\gamma}\Big[-1+\frac{(1-r)K}{1-rK}\Big]\mathbf u_0
=s_E\frac{1-K}{1-rK}\,\hat y,\qquad s_E=\frac{eE\alpha m}{2\pi\hbar^2\gamma}.
\]

*Precession.* For spin splitting much smaller than \(E_F\), \(K\) describes a spin precessing by \(\mathbf q=\mathbf b/\gamma\) per lifetime, so \(K=\langle(1-\mathbf q\times)^{-1}\rangle\). With \(M=\mathbf q\times\) and \(M^3=-q^2M\),
\[
(1-M)^{-1}=1+\frac{M+M^2}{1+q^2}.
\]
Let \(R=\alpha k_F/\gamma\) and \(Z=J/\gamma\). Averaging over angle, with \(M^2\mathbf s=\mathbf q(\mathbf q\cdot\mathbf s)-q^2\mathbf s\), gives \(K=a+ic\):
\[
a=\frac{1+R^2/2}{1+R^2+Z^2},\qquad c=-\frac{n_zZ}{1+R^2+Z^2}.
\]
Multiplying numerator and denominator by \(1-rK^*\), and using \(\hat y\to i\),
\[
\delta s_x=s_E\frac{c(1-r)}{|1-rK|^2},\qquad
\delta s_y=s_E\frac{(1-a)(1-ra)+rc^2}{|1-rK|^2}.
\]
The torque on the magnet is \(\mathbf T=J\mathbf n\times\delta\mathbf s\), so \(F=J\delta s_y\) and \(D=Jn_z\delta s_x\). As \(c\propto n_z\), \(D\) is even in \(\mathbf n\), as required.

*When it vanishes.* For \(w_m=0\), \(r=1\) and \(\delta\mathbf s=s_E\hat y\): this model then has no damping-like torque at leading order. For point scatterers of this kind the Rashba torque is purely field-like, as the authors assume, although the spin Hall effect can still add to the field-like part. Scalar scatterers of finite range are not covered by this derivation and need not give an exact cancellation. Spin-relaxing scattering removes the cancellation.

*A case where it dominates.* For \(R,Z\ll1\) and \(R^2\ll1-r\), expansion gives
\[
\left|\frac DF\right|\simeq\frac{(1-r)Z}{Z^2+(1-r)R^2/2}.
\]
Take \(E_F=3\) eV, the free-electron mass, \(J=0.03\) eV, \(\alpha=0.003\) eV nm, \(\gamma=0.1\) eV and \(w_m/w_0=0.5\). Then \(r=0.2\), \(Z=0.30\), \(R=0.27\), and the ratio is 2.0. The full formula and a numerical ladder sum also give 2.0. This relies on strong spin relaxation: at \(r=0.2\) most of the transverse spin is lost in one collision. With \(r=0.9\) and the other inputs unchanged, the ratio is only about 0.3. The torque itself is tiny: for the electric field and magnet of the film below, \(|D|\) is about 0.004 mT. The case shows what the mechanism allows, not a rival to the spin Hall torque in size.

**Numbers for a film**

The following inputs are rough values in the regime of sputtered Pt on Co: \(d=5\) nm, \(\lambda=2\) nm, \(\sigma=2\times10^6\) S/m, \(\theta=0.1\), a 1 nm magnet with \(M_s=1.1\times10^6\) A/m, and \(10^{11}\) A/m\(^2\). The field is \(E=5\times10^4\) V/m. Torques per area are divided by \(M_st=1.1\times10^{-3}\) A.

For the spin Hall part, a metal Fermi energy of 9 eV and steps of 2 and 4 eV give \(g=14.6+3.3i\) nm\(^{-2}\) and \(\Phi=0.552+0.069i\). The prefactor \(\hbar\theta\sigma E/2e=3.29\times10^{-6}\) J/m\(^2\) corresponds to 2.99 mT. Hence \(D\) is 1.65 mT and \(F\) is 0.21 mT.

For the Rashba part, I assume \(E_F=3\) eV, \(J=0.3\) eV, \(\alpha=0.03\) eV nm, \(\gamma=0.1\) eV and \(w_m/w_0=0.2\), so \(r=0.5\). Then \(Z=3\), \(R=2.66\), \(a=0.266\), \(c=-0.176\) for \(n_z=1\), and \(\delta\mathbf s/s_E=(-0.116,0.858)\). With \(s_E=3.13\times10^{-5}\) nm\(^{-2}\), \(Js_E\) corresponds to 1.37 mT. Hence \(D\) is \(-0.16\) mT and \(F\) is 1.18 mT. The numerical ladder sum differs by 0.005 of \(s_E\). The size of \(D\) depends on the assumed spin relaxation: \(r=0.5\) means that half the spin is lost per collision, whereas \(\lambda\) and the mean free path of the metal film correspond to about a tenth. With \(r=0.9\), \(D\) would be \(-0.04\) mT and \(F\) 1.33 mT.

These inputs reproduce the pattern behind the authors' assignment, but each mechanism also contributes to the other channel. The numbers are not a calculation of real Pt/Co: the bands are free-electron-like, and current through Co is omitted. The weakest assumption is complete dephasing. In this model the transverse spin flux left at 1 nm is 0.47 of \(|g|\), about 7 nm\(^{-2}\), which exceeds \(\mathrm{Im}\,g\). For so thin a magnet \(D\) may change substantially, and even the sign of the spin Hall \(F\) is not settled. Diffusion is also only moderately justified, with a mean free path of 1.0 nm against \(\lambda=2\) nm. A Boltzmann calculation that resolves the electrons by angle, with isotropic scattering in the metal, raises the spin Hall \(D\) by about 3% and lowers \(F\) by about a quarter; for the insulator above, \(F/D\) becomes 5.9 instead of 5.6 if \(\lambda\) is taken as the decay length of the Boltzmann solution, and 5.7 if the spin loss per collision is set from the diffusion relation between \(\lambda\) and the mean free path. Finally, the Oersted field, \(\mu_0\sigma Ed/2=0.31\) mT, has field-like symmetry without either mechanism.

**What the manuscript would need**

The symmetry analysis should be kept as a measurement of \(D\) and \(F\), and the assignment withdrawn. A thickness series would be more informative. At fixed \(E\), with \(\sigma\), \(\lambda\) and the interface unchanged, the spin Hall terms here vanish as \(d\to0\), whereas the interface Rashba terms remain. The Oersted part, linear in \(d\), must be subtracted. The diffusion formula should not be fitted where \(d\) is comparable with the mean free path, and \(\lambda\) must be known independently, because a wrong value produces a false intercept. Even a genuine intercept would not prove Rashba coupling: it could come from another interfacial source or from the magnet itself. The numerical output follows.

## Computed values

```
current density             1.00e+11 A/m^2
heavy-metal conductivity    2.00e+06 S/m
electric field              5.00e+04 V/m
spin Hall angle             0.10
heavy-metal thickness       5.0 nm
spin diffusion length       2.0 nm
magnet thickness            1.0 nm
magnetization               1.10e+06 A/m
metal Fermi energy          9.0 eV
magnet steps up, down       2.0, 4.0 eV
one-channel 1-r*r at 3.0 eV  0.8660+0.2321j
one-channel exchange torque 0.8660+0.2321j
mixing g, Co-like           14.599+3.281j nm^-2
Sharvin g per spin          18.798 nm^-2
torque factor, Co-like      0.5525+0.0691j
spin Hall D field           1.653 mT
spin Hall F field           0.207 mT
insulator steps up, down    9.5, 10.5 eV
mixing g, insulator         0.1497+1.9902j nm^-2
torque factor, insulator    0.02283+0.12745j
insulator F/D, spin Hall    5.58
Rashba band Fermi energy    3.0 eV
Fermi wave number           8.874 nm^-1
exchange J                  0.30 eV
Rashba alpha                0.030 eV nm
alpha kF                    0.266 eV
broadening gamma            0.10 eV
lifetime                    3.29 fs
w_m/w_0                     0.20
r                           0.500
s_E                         3.133e-05 nm^-2
spin density/s_E, formula   -0.1156+0.8584j
spin density/s_E, ladder    -0.1154+0.8531j
Rashba D field, formula     -0.158 mT
Rashba F field, formula     1.175 mT
Rashba D field, ladder      -0.158 mT
Rashba F field, ladder      1.168 mT
scalar only, ladder (small) -0.00033+0.99863j
largest small-case error    0.00140
weak case J, alpha          0.03 eV, 0.003 eV nm
weak case gamma, w_m/w_0    0.1 eV, 0.5
weak case |D/F| formula     2.02
weak case |D/F| ladder      2.03
Oersted field               0.314 mT
undephased part at 1 nm     0.466
mean free path              1.03 nm
ladder-formula error /s_E   0.0052
300 K kinetic error /s_E    0.0000
```
